# The Bias Field That Maximizes the Pyroelectric Response of a Paraelectric, part 1

(Sections cited here and not found follow in the second part.)

## First half: the maximum and its shape

### A detector plate without a polarization of its own

A thin plate with an electrode on each face can act as a heat detector. When the plate warms, its polarization changes, the charge held on the electrodes changes with it, and a current flows in the outer circuit. A poled ferroelectric plate does this without help, because it has a net spontaneous polarization that depends on temperature. A paraelectric plate does not: at zero field its polarization is zero, and it remains zero when the temperature changes, as long as the material stays paraelectric.

A steady voltage removes this difficulty. It induces a polarization, and the induced polarization depends on temperature because the dielectric susceptibility does. The plate is then pyroelectric for as long as the bias is on.

How large should the bias be? A weak bias induces little polarization, so there is little to change. A very strong bias induces a large polarization, but drives the material into saturation, where neither field nor temperature moves the polarization easily. Between these limits one can expect a maximum. For the simplest free energy of a paraelectric, its position can be found in closed form.

### The model and its conventions

Take a uniform material with polarization $P$ along the electric field $E$. The part of the free energy density that depends on $P$ is

$$F(P;E,T)=\tfrac12 aP^2+\tfrac14 bP^4-EP, \tag{1}$$

$$a=a_0(T-T_0),\qquad a_0>0,\qquad b>0 . \tag{2}$$

The paraelectric has $T>T_0$, hence $a>0$. The coefficient $b$ is taken as independent of temperature. A term that depends on $T$ alone may be added to $F$; it affects the heat capacity but not the polarization.

The field $E$ is the field inside the material. The plate is free of stress, so the coefficients are those measured at constant stress. The description is a mean-field one: $P$ is a single number, and its fluctuations are ignored.

The pyroelectric coefficient is defined at constant field,

$$p=\left(\frac{\partial P}{\partial T}\right)_E . \tag{3}$$

The electrode charge per area is the displacement $D=\varepsilon_0E+P$. At constant $E$ its first term does not change, so $p$ also gives the change of electrode charge per area and per kelvin, if the small thermal expansion of the plate's dimensions is ignored. We take $E>0$. Reversing $E$ reverses $P$ and $p$ and leaves $|p|$ unchanged.

The statement to be shown is this. At fixed temperature, $|p|$ has one maximum as a function of $E>0$, and it lies at the field for which

$$P^2=\frac{a}{3b}. \tag{4}$$

### The polarization at a given field

The equilibrium polarization minimizes $F$. Setting the first derivative to zero gives

$$\frac{\partial F}{\partial P}=aP+bP^3-E=0
\quad\Longrightarrow\quad E=aP+bP^3 . \tag{5}$$

The second derivative is

$$\frac{\partial^2F}{\partial P^2}=a+3bP^2 . \tag{6}$$

With $a>0$ and $b>0$ this is positive for every $P$. The free energy is therefore a convex function with a single minimum, and (5) has one real solution for each field. There is no hysteresis and no choice of branch. Since $E=P(a+bP^2)$ and the bracket is positive, $P$ has the sign of $E$.

Differentiating (5) with respect to $P$ at fixed temperature gives $dE/dP=a+3bP^2$. Its inverse is the differential susceptibility,

$$\chi=\left(\frac{\partial P}{\partial E}\right)_T=\frac{1}{a+3bP^2}>0 . \tag{7}$$

Here $\chi$ has the units of a permittivity. Two facts follow. The susceptibility falls as the polarization grows, which is the saturation described above. And $P$ rises steadily with $E$, from zero without limit, so each positive $P$ belongs to one positive $E$. We may therefore look for the maximum of $|p|$ as a function of $P$, where the algebra is simple, and convert to a field at the end.

### The pyroelectric coefficient

Now hold $E$ fixed and let $T$ change. In (5) both $a$ and $P$ depend on temperature, while $b$ and $E$ do not. Differentiating each term gives

$$0=\frac{da}{dT}P+a\frac{\partial P}{\partial T}+3bP^2\frac{\partial P}{\partial T}
=a_0P+(a+3bP^2)\,p . \tag{8}$$

Solving for $p$,

$$p=-\frac{a_0P}{a+3bP^2}=-a_0P\chi . \tag{9}$$

The minus sign says that warming reduces the induced polarization. For $E>0$ the coefficient is negative, so "largest" refers to its magnitude.

The product form in (9) has a direct reading. The term $aP$ in (5) is part of the field needed to hold the polarization at $P$. A rise in temperature $dT$ increases it by $a_0P\,dT$. At constant applied field this acts like a reduction of the field by that amount, and the polarization answers with its susceptibility: $dP=-\chi a_0P\,dT$. The response is thus a drive, proportional to $P$, multiplied by a compliance $\chi$. Bias increases the first and reduces the second.

### The maximum

For $P>0$ write

$$|p|=a_0\,\frac{P}{a+3bP^2}. \tag{10}$$

The quotient rule at fixed temperature gives

$$\frac{d|p|}{dP}
=a_0\,\frac{(a+3bP^2)-P\,(6bP)}{(a+3bP^2)^2}
=a_0\,\frac{a-3bP^2}{(a+3bP^2)^2}. \tag{11}$$

The denominator is positive. The numerator is positive for $P^2<a/(3b)$, zero at $P^2=a/(3b)$ and negative beyond it. So $|p|$ rises, turns once and falls. The derivative with respect to field is

$$\frac{d|p|}{dE}=\frac{d|p|}{dP}\,\frac{dP}{dE}=\chi\,\frac{d|p|}{dP}, \tag{12}$$

and since $\chi>0$ it has the same sign. The turning point in $P$ is the turning point in $E$, and (4) is proved. No second derivative is needed, because the sign change shows that the point is a maximum and that it is the highest point of the whole curve.

The same result follows without calculus. Divide the numerator and denominator of (10) by $P$:

$$|p|=\frac{a_0}{a/P+3bP}. \tag{13}$$

The two terms in the denominator are positive and their product, $3ab$, does not depend on $P$. From $(\sqrt{x}-\sqrt{y})^2\ge0$ we have $x+y\ge2\sqrt{xy}$, with equality when $x=y$. The denominator is therefore at least $2\sqrt{3ab}$, and reaches this value when $a/P=3bP$, which is again (4).

### The best field and the height of the peak

Mark the values at the maximum with a star:

$$P_*=\sqrt{\frac{a}{3b}} . \tag{14}$$

To find the field, use $bP_*^2=a/3$ in (5):

$$E_*=P_*(a+bP_*^2)=P_*\left(a+\frac a3\right)=\frac43\,aP_*
=\frac{4a^{3/2}}{3\sqrt{3b}} . \tag{15}$$

To find the height, use $3bP_*^2=a$ in (10):

$$|p|_{\max}=\frac{a_0P_*}{2a}=\frac{a_0}{2a}\sqrt{\frac{a}{3b}}
=\frac{a_0}{2\sqrt{3ab}} . \tag{16}$$

The susceptibility at this point is $\chi_*=1/(2a)$, half its zero-field value $1/a$. This gives a practical way to find the best bias within the model: raise the field at constant temperature until the differential permittivity has fallen to half. Neither $a_0$ nor $b$ need be known. Here $\varepsilon_0$ is neglected beside $\chi$.

The factor of one half can also be seen as a balance of relative changes. Since $|p|=a_0P\chi$,

$$\frac{d\ln|p|}{d\ln P}=1+\frac{d\ln\chi}{d\ln P}
=1-\frac{6bP^2}{a+3bP^2}. \tag{17}$$

A one per cent increase in $P$ strengthens the drive by one per cent. At the maximum it also lowers the compliance by one per cent. That requires $6bP^2=a+3bP^2$, so the stiffness $3bP^2$ produced by the bias equals the stiffness $a$ present without it.

### One curve for all materials in the model

Measure the polarization in units of its best value, $u=P/P_*$. Then $3bP^2=au^2$, and (10) becomes

$$|p|=\frac{a_0P_*u}{a(1+u^2)}
\quad\Longrightarrow\quad
\frac{|p|}{|p|_{\max}}=\frac{2u}{1+u^2}, \tag{18}$$

where (16) was used for the ratio. For the field, $bP^2=au^2/3$ gives

$$E=aP_*\left(u+\frac{u^3}{3}\right)
\quad\Longrightarrow\quad
\frac{E}{E_*}=\frac{3u+u^3}{4}. \tag{19}$$

Together these give the shape of the response against bias, with no free parameter. Replacing $u$ by $1/u$ leaves (18) unchanged, so the curve is symmetric in $\ln P$. It is not symmetric in $\ln E$, because the field grows as $u$ at small $u$ and as $u^3$ at large $u$.

Near the top, put $u=e^s$. Then $2u/(1+u^2)=1/\cosh s\approx1-s^2/2$. From (19),

$$\frac{d\ln E}{d\ln u}=\frac{3u+3u^3}{3u+u^3}=\frac32\quad\text{at }u=1, \tag{20}$$

so $s\approx\tfrac23\ln(E/E_*)$, and to leading order

$$\frac{|p|}{|p|_{\max}}\approx1-\frac29\left(\ln\frac{E}{E_*}\right)^2 . \tag{21}$$

The peak is broad. For a field wrong by a factor of two, (21) gives a loss of about 11 per cent of the peak value. The full curve gives a loss of 12 per cent at half the best field and 8 per cent at twice the best field.

The fields of half height follow from $2u/(1+u^2)=\tfrac12$, that is $u^2-4u+1=0$, with roots $u=2\mp\sqrt3$. For these, $u^2=7\mp4\sqrt3$ and $u^3=26\mp15\sqrt3$. Inserting them in (19),

$$\frac{E}{E_*}=\frac{(6\mp3\sqrt3)+(26\mp15\sqrt3)}{4}
=8\mp\frac92\sqrt3, \tag{22}$$

or 0.206 and 15.8. The response falls much more slowly on the strong-field side.

The two ends of the curve have simple forms. At weak field $P\approx E/a$ and the denominator of (10) is close to $a$. At strong field $P\approx(E/b)^{1/3}$ and the denominator is close to $3bP^2$. Hence

$$|p|\to\frac{a_0E}{a^2}\quad(E\ll E_*),\qquad
|p|\to\frac{a_0}{3b^{2/3}E^{1/3}}\quad(E\gg E_*). \tag{23}$$

The weak-field response is linear in the bias and depends strongly on the distance from $T_0$. The strong-field response no longer contains $a$: the temperature at which the plate is held has dropped out, although the rate $a_0$ has not.

### Why $b$ must be positive

If $b<0$, write $b=-|b|$. As long as the paraelectric branch is stable, (9) still holds, and

$$|p|=\frac{a_0P}{a-3|b|P^2},\qquad
\frac{d|p|}{dP}=a_0\,\frac{a+3|b|P^2}{(a-3|b|P^2)^2}>0 . \tag{24}$$

There is no turning point. The response grows until the denominator vanishes at $P^2=a/(3|b|)$, where the branch loses stability. In this truncated free energy, the quantity that marks the maximum for positive $b$ marks an instability for negative $b$. A free energy with $b<0$ also needs a positive higher-order term to have a lowest state at all. A positive sixth-order term moves the instability to a larger polarization. If it is strong enough, it removes the instability and leaves a maximum, whose place depends on the size of that term. Result (4) thus belongs to materials whose quartic coefficient is positive at the temperature of use.

## Second half: entropy, temperature and a worked plate

### Symbols and results carried over

The polarization $P$ obeys $E=aP+bP^3$ with $a=a_0(T-T_0)$ and $b>0$. The susceptibility is $\chi=1/(a+3bP^2)$, and the pyroelectric coefficient at constant field is $p=-a_0P\chi$. At fixed temperature $T>T_0$ its magnitude is largest at

$$P_*=\sqrt{\frac{a}{3b}},\qquad E_*=\frac43aP_*,\qquad
|p|_{\max}=\frac{a_0}{2\sqrt{3ab}}, \tag{25}$$

where $\chi$ is half its zero-field value.

### The same field in the electrocaloric effect

Let $G(E,T)$ be the minimum of the free energy over $P$, including the part that depends on temperature alone. The entropy density is $S=-(\partial G/\partial T)_E$. When $T$ changes, the equilibrium $P$ moves too, but this does not affect $G$ to first order because $\partial F/\partial P=0$ at the minimum. Only the explicit dependence through $a$ counts:

$$S(E,T)=S_0(T)-\tfrac12a_0P^2 . \tag{26}$$

Here $S_0$ is the entropy at zero field. Polarizing the material lowers its entropy. Differentiating at fixed temperature,

$$\left(\frac{\partial S}{\partial E}\right)_T=-a_0P\left(\frac{\partial P}{\partial E}\right)_T=-a_0P\chi=p . \tag{27}$$

So $E_*$ is also the field at which entropy falls fastest with increasing bias. It is not the field of the largest electrocaloric effect: the total entropy change, $-a_0P^2/2$, keeps growing with field. What peaks at $E_*$ is the entropy removed per added unit of field at constant temperature.

If the field is applied without exchange of heat, the entropy stays constant and the material warms from $T$ to $T_f$. With a constant zero-field heat capacity $C$ per volume, $S_0(T_f)-S_0(T)=C\ln(T_f/T)$, and (26) gives

$$C\ln\frac{T_f}{T}=\tfrac12a_0P^2(E,T_f)
\quad\Longrightarrow\quad
\Delta T\approx\frac{Ta_0P^2}{2C} \tag{28}$$

for a small rise $\Delta T=T_f-T$.

Within the model, the pyroelectric coefficient at fixed temperature has a single maximum over bias, at $P^2=a/(3b)$, and the same field is where entropy falls fastest with increasing bias. What remains is to put numbers to a plate, to compare other choices of temperature and readout, and to see how far the neglected effects change the result.
